# Steepest swing, average swing and the supply voltage of a transistor: test program

```python
# Result under test: the gate window between I_off and I_on equals the number of
# decades times the swing averaged over decades of current; the steepest point
# of a transfer curve does not fix the supply voltage.
# Example: tunnel and thermionic transistors on the same graphene nanoribbon.
# Symbols: w = overlap energy in eV. Tunnel device: source valence edge minus
# channel conduction edge. Thermionic device: source Fermi level minus channel
# conduction edge. One volt on the gate moves w by 1 eV (ideal gate control).
# V = drain voltage; energies are in eV from the source Fermi level, which in the
# tunnel device coincides with the source valence edge. Lengths are in nm.
import numpy as np
from scipy import constants as c
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.special import expit

TEMP = 300.0
KT = c.k * TEMP / c.e
G0 = 2 * c.e**2 / c.h                  # one spin-degenerate subband, A/V
VELOCITY = 1.0e6                       # m/s
HV = c.hbar * VELOCITY / c.e * 1e9     # eV nm
GAP, LAM, E0 = 0.65, 6.0, 0.010        # gap eV, junction length nm, soft edge eV
HALF = GAP / 2
DEG = 0.05                             # Fermi level above edge in n+ contacts, eV
LENGTH, WIDTH, T_INS, EPS = 40.0, 2.0, 2.0, 20.0
PHONON = 0.2                           # rough optical phonon energy, eV
I_OFF, I_ON = 1e-10, 1e-6
DECADES = np.log10(I_ON / I_OFF)
X, WX = np.polynomial.legendre.leggauss(400)
E_TUN, W_TUN = 0.65 * (X - 1), 0.65 * WX
E_TH, W_TH = 0.65 * (X + 1) - DEG, 0.65 * WX


def alpha(lam):
    return np.pi * GAP**2 * lam / (4 * HV)


def transmission(w, lam=LAM):
    return np.exp(-alpha(lam) / (GAP + w))


def occupation(E, V, kT):
    return expit(-E / kT) - expit(-(E + V) / kT)


def tunnel(w, V, kT=KT, lam=LAM):
    overlap = np.sum(W_TUN * expit((E_TUN + w) / E0) * occupation(E_TUN, V, kT))
    return G0 * transmission(w, lam) * overlap


def thermionic(w, V, kT=KT):
    return G0 * np.sum(W_TH * expit((E_TH + w) / E0) * occupation(E_TH, V, kT))


def find_w(current, level, V, high=0.6):
    return brentq(lambda w: np.log(current(w, V) / level), -0.6, high, xtol=1e-12)


def on_mismatch(current, V, i_on=I_ON):
    return np.log(current(find_w(current, I_OFF, V) + V, V) / i_on)


def supply(current, i_on=I_ON):
    V = brentq(lambda v: on_mismatch(current, v, i_on), 0.01, 1.0, xtol=1e-11)
    return V, find_w(current, I_OFF, V)


def swing(current, w, V, h=2e-5):
    return 2 * h / np.log10(current(w + h, V) / current(w - h, V))


# Interband transmission: propagate the two-band equation through a uniform field
def propagated_transmission(w):
    a = HV * (GAP + w) / LAM
    P = 4.0

    def ham(p):
        return np.array([[p, HALF], [HALF, -p]], dtype=complex)

    start = np.linalg.eigh(ham(-P))[1][:, 0]
    sol = solve_ivp(lambda p, y: -1j / a * (ham(p) @ y), (-P, P), start,
                    method="DOP853", rtol=1e-9, atol=1e-11)
    upper = np.linalg.eigh(ham(P))[1][:, 1]
    return abs(np.vdot(upper, sol.y[:, -1]))**2


V_T, w_T = supply(tunnel)
V_M, w_M = supply(thermionic)
w_Ton, w_Mon = w_T + V_T, w_M + V_M
T_prop = [propagated_transmission(w) for w in (0.0, w_Ton)]
for value, w in zip(T_prop, (0.0, w_Ton)):
    assert abs(value / transmission(w) - 1) < 0.02  # finite propagation range

# Limiting formulas for both devices against the full energy integrals
w_deep = -0.12
slope_deep = 1 / E0 + alpha(LAM) / (GAP + w_deep)**2
assert abs(swing(tunnel, w_deep, V_T) * slope_deep / np.log(10) - 1) < 2e-3
overlap_on = (w_Ton - KT * np.log(2)
              - KT * np.log1p(np.exp((w_Ton - V_T) / KT)))
I_formula = G0 * transmission(w_Ton) * overlap_on
assert abs(I_formula / I_ON - 1) < 0.02             # soft edge is second order
slope_on = (expit((V_T - w_Ton) / KT) / overlap_on
            + alpha(LAM) / (GAP + w_Ton)**2)
S_on = swing(tunnel, w_Ton, V_T)
assert abs(S_on * slope_on / np.log(10) - 1) < 0.04
theta = E0 / KT
tail_factor = np.pi * theta / np.sin(np.pi * theta)
I_sub = G0 * KT * np.exp(w_M / KT) * tail_factor * (1 - np.exp(-V_M / KT))
assert abs(I_sub / I_OFF - 1) < 2e-3
S_thermal = KT * np.log(10)
assert abs(swing(thermionic, w_M, V_M) / S_thermal - 1) < 2e-3

# Window from the mean over decades, and the different mean over gate voltage
x, wt = np.polynomial.legendre.leggauss(60)
levels = I_OFF * 10**(DECADES * (x + 1) / 2)
S_nodes = np.array([swing(tunnel, find_w(tunnel, i, V_T), V_T) for i in levels])
S_mean = np.sum(wt * S_nodes) / 2
assert abs(DECADES * S_mean / V_T - 1) < 1e-4
S_volt = np.array([swing(tunnel, w_T + V_T * (u + 1) / 2, V_T) for u in x])
S_vmean = np.sum(wt * S_volt) / 2
S_harm = 2 / np.sum(wt / S_volt)
assert abs(S_vmean / (np.sum(wt * S_nodes**2) / np.sum(wt * S_nodes)) - 1) < 1e-3
assert abs(S_harm / S_mean - 1) < 1e-4 and S_vmean > S_mean

# A deep, narrow dip in an otherwise thermal swing
S_dip, s_dip = 0.001, 0.05


def dip_curve(l):
    return quad(lambda y: S_thermal - (S_thermal - S_dip)
                * np.exp(-(y - 2)**2 / (2 * s_dip**2)), 0, l,
                points=[min(2, l)], epsabs=1e-12, limit=200)[0]


dip_slope = (dip_curve(2.0005) - dip_curve(1.9995)) / 0.001
dip_window = dip_curve(DECADES)
dip_saved = (S_thermal - S_dip) * s_dip * np.sqrt(2 * np.pi)
assert abs(dip_slope - S_dip) < 2e-5
assert abs(DECADES * S_thermal - dip_window - dip_saved) < 1e-7

# The supply condition has one solution in the searched range
for device in (tunnel, thermionic):
    mismatch = [on_mismatch(device, v) for v in np.linspace(0.02, 0.9, 45)]
    assert np.all(np.diff(mismatch) > -1e-9)
    assert mismatch[0] < 0 < mismatch[-1]

# Steepest point versus supply when only the junction length changes
def short_junction(w, V):
    return tunnel(w, V, lam=3.0)


V_short, w_short = supply(short_junction)
grid = np.linspace(0, 1, 201)
S_min = min(swing(tunnel, w_T + V_T * g, V_T) for g in grid)
S_min_short = min(swing(short_junction, w_short + V_short * g, V_short) for g in grid)
assert abs(S_min_short / S_min - 1) < 0.05 and V_short < 0.8 * V_T
assert S_min < 0.5 * S_thermal and V_T > V_M
lam_tie = brentq(lambda L: supply(lambda w, V: tunnel(w, V, lam=L))[0] - V_M, 2, 6)
log_tie = brentq(lambda l: supply(tunnel, 10**l)[0] - supply(thermionic, 10**l)[0],
                 -8, -6)
V_tie = supply(tunnel, 10**log_tie)[0]
w_cross = brentq(lambda w: swing(tunnel, w, V_T) - S_thermal, w_T, w_Ton)
I_cross = tunnel(w_cross, V_T)
assert np.all(np.diff(S_nodes) > 0)

# Neglected effects at the operating points
def direct_leak(w, V, low, high):
    E = np.linspace(low, high, 40001)
    kappa = np.sqrt(np.clip(HALF**2 - (E + w + HALF)**2, 0, None)) / HV
    y = np.exp(-2 * kappa * LENGTH) * occupation(E, V, KT)
    return G0 * np.sum((y[1:] + y[:-1]) / 2) * (E[1] - E[0])


def drain_leak(w, V):
    w_drain = V + DEG - GAP - w
    return G0 * transmission(w_drain) * E0 * np.log1p(np.exp(w_drain / E0))


leak_T = direct_leak(w_T, V_T, -V_T - DEG, 0.0)
leak_M = direct_leak(w_M, V_M, -DEG, -w_M)
amb_T, amb_M = drain_leak(w_T, V_T), drain_leak(w_M, V_M)
assert max(leak_T, leak_M, amb_T, amb_M) < 0.1 * I_OFF
C_ins = 2 * c.epsilon_0 * EPS * WIDTH / T_INS       # double gate, F/m


def charge_shift(w, V, tunnelling):
    k = np.linspace(0, 4, 40001)
    E = -w - HALF + np.sqrt(HALF**2 + (HV * k)**2)
    fS, fD = expit(-E / KT), expit(-(E + V) / KT)
    T = transmission(w) * (E < 0) if tunnelling else 1.0
    density = np.sum(T * fS + (2 - T) * fD) * (k[1] - k[0]) / np.pi
    return c.e * density * 1e9 / C_ins


shift_T = charge_shift(w_Ton, V_T, True)
shift_M = charge_shift(w_Mon, V_M, False)
assert V_T + shift_T > V_M + shift_M
n_ph = 1 / np.expm1(PHONON / KT)
V_ph = supply(lambda w, V: tunnel(w, V) + n_ph * tunnel(w + PHONON, V))[0]
assert V_ph > V_T
HOT = 358.0
kT_hot = c.k * HOT / c.e
V_T_hot = supply(lambda w, V: tunnel(w, V, kT=kT_hot))[0]
V_M_hot = supply(lambda w, V: thermionic(w, V, kT=kT_hot))[0]

print(f"Temperature {TEMP:.0f} K; kT = {1e3*KT:.2f} meV")
print(f"Gap {GAP:.2f} eV; soft edge {1e3*E0:.0f} meV; junction {LAM:.1f} nm")
print(f"Band velocity {VELOCITY:.1e} m/s; hbar*v = {HV:.4f} eV nm")
print(f"Conductance quantum 2q^2/h = {1e6*G0:.2f} uS")
print(f"I_off = {1e9*I_OFF:.2f} nA; I_on = {1e6*I_ON:.2f} uA; N = {DECADES:.1f}")
print(f"Tunnel exponent parameter alpha = {alpha(LAM):.4f} eV")
print(f"T at w=0: formula {transmission(0):.5f}, propagated {T_prop[0]:.5f}")
print(f"T on: formula {transmission(w_Ton):.5f}, propagated {T_prop[1]:.5f}")
print(f"Thermal swing kT ln10/q = {1e3*S_thermal:.2f} mV/decade")
print(f"Tunnel: w_off = {1e3*w_T:.1f} meV, w_on = {1e3*w_Ton:.1f} meV")
print(f"Thermionic: w_off = {1e3*w_M:.1f} meV, w_on = {1e3*w_Mon:.1f} meV")
print(f"Tunnel steepest swing in range = {1e3*S_min:.2f} mV/decade")
print(f"Tunnel swing at I_on = {1e3*S_on:.1f} mV/decade")
print(f"On-state overlap integral, formula = {1e3*overlap_on:.1f} meV")
print(f"On-current from limiting formula = {1e6*I_formula:.4f} uA")
print(f"Thermionic tail factor = {tail_factor:.4f}")
print(f"Tunnel supply V_DD = {V_T:.4f} V")
print(f"Thermionic supply V_DD = {V_M:.4f} V")
print(f"Tunnel decade-mean swing = {1e3*S_mean:.2f} mV/decade")
print(f"Thermionic decade-mean swing = {1e3*V_M/DECADES:.2f} mV/decade")
print(f"Tunnel voltage-mean swing = {1e3*S_vmean:.2f} mV/decade")
print(f"Tunnel harmonic voltage mean = {1e3*S_harm:.2f} mV/decade")
print(f"Lower bound N*S_min = {DECADES*S_min:.4f} V")
print(f"Energy ratio tunnel/thermionic, equal C = {(V_T/V_M)**2:.3f}")
marks = I_OFF * 10**np.arange(5)
wt_marks = [find_w(tunnel, i, V_T) for i in marks]
wm_marks = [find_w(thermionic, i, V_M) for i in marks]
for j in range(4):
    print(f"Decade {1e9*marks[j]:.1f}-{1e9*marks[j+1]:.1f} nA: tunnel "
          f"{1e3*(wt_marks[j+1]-wt_marks[j]):.1f} mV, thermionic "
          f"{1e3*(wm_marks[j+1]-wm_marks[j]):.1f} mV")
for i, w in zip(marks, wt_marks):
    print(f"Tunnel swing at {1e9*i:.1f} nA = {1e3*swing(tunnel, w, V_T):.1f} mV/decade")
print(f"Tunnel swing passes thermal value at {1e9*I_cross:.2f} nA")
print(f"Decades below thermal swing = {np.log10(I_cross/I_OFF):.2f}")
print(f"Dip: minimum {1e3*S_dip:.1f} mV/decade, width s {s_dip:.2f} decade")
print(f"Dip: window {1e3*dip_window:.2f} mV, saving {1e3*dip_saved:.2f} mV")
print(f"3 nm junction: V_DD {V_short:.4f} V, steepest {1e3*S_min_short:.2f} mV/decade")
print(f"Junction length for equal V_DD = {lam_tie:.2f} nm")
print(f"Tie on-current = {10**(log_tie+9):.1f} nA at V_DD = {V_tie:.4f} V")
print(f"Channel {LENGTH:.0f} nm long, {WIDTH:.0f} nm wide; n+ degeneracy {DEG:.2f} eV")
print(f"Direct leakage: tunnel {1e12*leak_T:.4f} pA, thermionic {1e12*leak_M:.4f} pA")
print(f"Drain leakage: tunnel {1e12*amb_T:.2e} pA, thermionic {1e12*amb_M:.2e} pA")
print(f"Insulator {T_INS:.0f} nm, permittivity {EPS:.0f}; C = {1e9*C_ins:.3f} nF/m")
print(f"Charge shift: tunnel {1e3*shift_T:.1f} mV, thermionic {1e3*shift_M:.1f} mV")
print(f"Phonon {PHONON:.2f} eV, occupation {n_ph:.2e}; tunnel V_DD {V_ph:.4f} V")
print(f"On-state junction field = {10*(GAP+w_Ton)/LAM:.2f} MV/cm")
print(f"Insulator field scale V_DD/thickness = {10*V_T/T_INS:.2f} MV/cm")
print(f"At {HOT:.0f} K: tunnel {V_T_hot:.4f} V, thermionic {V_M_hot:.4f} V")
print("PASS")
```

Output:

```
Temperature 300 K; kT = 25.85 meV
Gap 0.65 eV; soft edge 10 meV; junction 6.0 nm
Band velocity 1.0e+06 m/s; hbar*v = 0.6582 eV nm
Conductance quantum 2q^2/h = 77.48 uS
I_off = 0.10 nA; I_on = 1.00 uA; N = 4.0
Tunnel exponent parameter alpha = 3.0248 eV
T at w=0: formula 0.00953, propagated 0.00951
T on: formula 0.04399, propagated 0.04393
Thermal swing kT ln10/q = 59.53 mV/decade
Tunnel: w_off = -35.0 meV, w_on = 318.3 meV
Thermionic: w_off = -262.8 meV, w_on = -14.9 meV
Tunnel steepest swing in range = 21.59 mV/decade
Tunnel swing at I_on = 392.6 mV/decade
On-state overlap integral, formula = 294.4 meV
On-current from limiting formula = 1.0035 uA
Thermionic tail factor = 1.2963
Tunnel supply V_DD = 0.3533 V
Thermionic supply V_DD = 0.2479 V
Tunnel decade-mean swing = 88.32 mV/decade
Thermionic decade-mean swing = 61.97 mV/decade
Tunnel voltage-mean swing = 179.47 mV/decade
Tunnel harmonic voltage mean = 88.32 mV/decade
Lower bound N*S_min = 0.0864 V
Energy ratio tunnel/thermionic, equal C = 2.031
Decade 0.1-1.0 nA: tunnel 22.3 mV, thermionic 59.5 mV
Decade 1.0-10.0 nA: tunnel 29.8 mV, thermionic 59.6 mV
Decade 10.0-100.0 nA: tunnel 75.6 mV, thermionic 60.6 mV
Decade 100.0-1000.0 nA: tunnel 225.5 mV, thermionic 68.1 mV
Tunnel swing at 0.1 nA = 21.6 mV/decade
Tunnel swing at 1.0 nA = 23.8 mV/decade
Tunnel swing at 10.0 nA = 41.5 mV/decade
Tunnel swing at 100.0 nA = 126.2 mV/decade
Tunnel swing at 1000.0 nA = 392.6 mV/decade
Tunnel swing passes thermal value at 21.81 nA
Decades below thermal swing = 2.34
Dip: minimum 1.0 mV/decade, width s 0.05 decade
Dip: window 230.77 mV, saving 7.34 mV
3 nm junction: V_DD 0.1727 V, steepest 22.10 mV/decade
Junction length for equal V_DD = 4.43 nm
Tie on-current = 297.8 nA at V_DD = 0.2101 V
Channel 40 nm long, 2 nm wide; n+ degeneracy 0.05 eV
Direct leakage: tunnel 0.0034 pA, thermionic 0.6398 pA
Drain leakage: tunnel 4.96e-07 pA, thermionic 4.64e-01 pA
Insulator 2 nm, permittivity 20; C = 0.354 nF/m
Charge shift: tunnel 16.3 mV, thermionic 10.6 mV
Phonon 0.20 eV, occupation 4.37e-04; tunnel V_DD 0.3745 V
On-state junction field = 1.61 MV/cm
Insulator field scale V_DD/thickness = 1.77 MV/cm
At 358 K: tunnel 0.3562 V, thermionic 0.2930 V
PASS
```
